# Weighted least squares for thermochemical networks with iterative uncertainty inflation: verification in Python

```python
# RESULT UNDER TEST
# Weighted least squares for a thermochemical network, y = A x + error, gives
# x = C A^T W y, C = (A^T W A)^-1, and reaction enthalpies N x with covariance
# N C N^T. Inflating the standard deviation of the worst offender step by step
# ends after a bounded number of steps with all |t| <= tau.
#   x : enthalpies of formation (kJ/mol), elements X2 and Y2 fixed at zero
#   y, u, sigma : measured reaction enthalpies, 95% uncertainties, sigma = u/2
#   h : leverage; r : residual; t = r / (sigma sqrt(1-h))
#   d : observed value minus the prediction of all other determinations
#   p : variance of that prediction
# The network is a model with chosen round parameters.
from itertools import combinations
import numpy as np
from scipy.constants import calorie

TAU = 2.0
STEP = 1.05
rng = np.random.default_rng(12345)

# columns: X2, Y2, X, Y, XY, XY2, X2Y
atoms = np.array([[2, 0], [0, 2], [1, 0], [0, 1], [1, 1], [1, 2], [2, 1]])
species = ["X", "Y", "XY", "XY2", "X2Y"]
x_true = np.array([220.0, 250.0, 40.0, -60.0, -240.0])
network = [
    ("X2 = 2X",          [-1, 0, 2, 0, 0, 0, 0],      440.1, 0.2),
    ("Y2 = 2Y",          [0, -1, 0, 2, 0, 0, 0],      499.9, 0.2),
    ("XY = X+Y",         [0, 0, 1, 1, -1, 0, 0],      430.2, 0.6),
    ("X2/2+Y2/2 = XY",   [-.5, -.5, 0, 0, 1, 0, 0],    43.0, 0.8),
    ("X2+Y2/2 = X2Y",    [-1, -.5, 0, 0, 0, 0, 1],   -240.1, 0.4),
    ("X2Y = X+XY",       [0, 0, 1, 0, 1, 0, -1],      499.8, 0.6),
    ("XY2 = XY+Y",       [0, 0, 0, 1, 1, -1, 0],      350.4, 1.0),
    ("X2/2+Y2 = XY2",    [-.5, -1, 0, 0, 0, 1, 0],    -64.0, 1.6),
    ("X2Y+Y = 2XY",      [0, 0, 0, -1, 2, 0, -1],      70.3, 1.0),
    ("XY2+X = 2XY",      [0, 0, -1, 0, 2, -1, 0],     -79.6, 1.2),
    ("X2Y = 2X+Y",       [0, 0, 2, 1, 0, 0, -1],      930.3, 0.8),
    ("XY2 = X+2Y",       [0, 0, 1, 2, 0, -1, 0],      779.6, 1.2),
]
full_rows = np.array([row[1] for row in network], float)
full_targets = np.array([[0, 0, 0, 0, 3, -1, -1],
                         [0, -1, -1, 1, 1, 0, 0]], float)
assert np.allclose(full_rows @ atoms, 0)
assert np.allclose(full_targets @ atoms, 0)
A = full_rows[:, 2:]
N = full_targets[:, 2:]
y = np.array([row[2] for row in network])
sigma0 = np.array([row[3] for row in network]) / 2
m, n = A.shape
assert np.linalg.matrix_rank(A) == n


def fit(A, y, s):
    weighted = A / s[:, None]**2
    C = np.linalg.inv(A.T @ weighted)
    return C @ (weighted.T @ y), C


def diagnose(A, y, s):
    x, C = fit(A, y, s)
    r = y - A @ x
    h = ((A @ C) * A).sum(axis=1) / s**2
    testable = 1 - h > 1e-9
    t = np.where(testable, r / (s * np.sqrt(np.where(testable, 1 - h, 1))), 0)
    return x, C, r, h, t


def inflate(A, y, s, factor):
    s = s.copy()
    steps = 0
    while True:
        x, C, r, h, t = diagnose(A, y, s)
        size = np.abs(t)
        if size.max() <= TAU:
            return x, C, s, t, steps
        worst = (size > TAU) & (size >= size.max() * (1 - 1e-9))
        s[worst] *= factor
        steps += 1


def chi_square(A, y, s, x):
    return np.sum(((y - A @ x) / s)**2)


x0, C0, r0, h0, t0 = diagnose(A, y, sigma0)
chi0 = chi_square(A, y, sigma0, x0)

# Leave-one-out quantities from explicit deletion and an orthogonal solver
d0, p0 = np.zeros(m), np.zeros(m)
for i in range(m):
    keep = np.arange(m) != i
    scaled = A[keep] / sigma0[keep, None]
    x_del = np.linalg.lstsq(scaled, y[keep] / sigma0[keep], rcond=None)[0]
    inverse = np.linalg.pinv(scaled)
    d0[i] = y[i] - A[i] @ x_del
    p0[i] = A[i] @ inverse @ inverse.T @ A[i]
    drop = chi0 - chi_square(A[keep], y[keep], sigma0[keep], x_del)
    assert abs(drop - t0[i]**2) < 1e-7
assert np.allclose(d0, r0 / (1 - h0), atol=1e-8)
assert np.allclose(t0**2, d0**2 / (sigma0**2 + p0), atol=1e-8)

# Closed-form inflation of the worst offender, checked by a complete refit
worst0 = int(np.argmax(np.abs(t0)))
sigma_needed = np.sqrt(d0[worst0]**2 / TAU**2 - p0[worst0])
trial = sigma0.copy()
trial[worst0] = sigma_needed
t_trial = diagnose(A, y, trial)[4]
assert abs(abs(t_trial[worst0]) - TAU) < 1e-8

# Full iterative inflation, and the same with a finer step
x1, C1, sigma1, t1, steps = inflate(A, y, sigma0, STEP)
x_fine, C_fine, s_fine, t_fine, steps_fine = inflate(A, y, sigma0, 1.005)
chi1 = chi_square(A, y, sigma1, x1)

# Explicit sum over all nonsingular subsets of n determinations
bases, dets, basis_x = [], [], []
for subset in combinations(range(m), n):
    rows = list(subset)
    det = np.linalg.det(A[rows])
    if abs(det) > 1e-9:
        bases.append(rows)
        dets.append(det)
        basis_x.append(np.linalg.solve(A[rows], y[rows]))
bases, dets, basis_x = np.array(bases), np.array(dets), np.array(basis_x)
random_sigma = 10**rng.uniform(-1, 1, m)
for s in (sigma0, sigma1, random_sigma):
    weight = dets**2 * np.prod(s[bases]**-2, axis=1)
    weight /= weight.sum()
    assert np.allclose(weight @ basis_x, fit(A, y, s)[0], atol=1e-7)
D = np.array([np.max(np.abs(y[i] - basis_x[~np.any(bases == i, axis=1)] @ A[i]))
              for i in range(m)])
step_bound = int(np.sum(np.maximum(
    0, np.ceil(np.log(D / (TAU * sigma0)) / np.log(STEP)))))
assert steps <= step_bound
assert np.all(sigma1 <= np.maximum(sigma0, STEP * D / TAU) * (1 + 1e-10))

# One closed cycle: all |t| coincide with misclosure / its standard deviation
A_cycle, y_cycle, s_cycle = A[:4, :3], y[:4], sigma0[:4]
t_cycle = diagnose(A_cycle, y_cycle, s_cycle)[4]
misclosure = y[2] + y[3] - y[0] / 2 - y[1] / 2
misclosure_sd = np.sqrt(sigma0[2]**2 + sigma0[3]**2
                        + sigma0[0]**2 / 4 + sigma0[1]**2 / 4)
assert np.allclose(np.abs(t_cycle), abs(misclosure) / misclosure_sd, rtol=1e-8)
cycle_factor = inflate(A_cycle, y_cycle, s_cycle, STEP)[2] / s_cycle
assert np.ptp(cycle_factor) < 1e-10 and cycle_factor[0] > 1

# A species held by one determination: that determination cannot be tested
A_ext = np.zeros((m + 1, n + 1))
A_ext[:m, :n] = A
A_ext[m, [2, n]] = [-1, 1]
x_ext, _, r_ext, h_ext, _ = diagnose(A_ext, np.append(y, 17.0),
                                   np.append(sigma0, 0.5))
assert abs(h_ext[m] - 1) < 1e-9 and abs(r_ext[m]) < 1e-8
assert np.allclose(x_ext[:n], x0, atol=1e-8)

# Errors lying in the column space of A are invisible to the residuals
shift = np.array([1.0, -2.0, 3.0, 0.5, -1.0])
x_shift, _, _, _, t_shift = diagnose(A, y + A @ shift, sigma0)
assert np.allclose(t_shift, t0, atol=1e-7)
assert np.allclose(x_shift - x0, shift, atol=1e-8)

# Sampling test of covariance, chi-square and t, using an orthogonal solver
draws = 100000
noise = rng.normal(size=(draws, m)) * sigma0
scaled = A / sigma0[:, None]
x_noise = np.linalg.lstsq(scaled, (noise / sigma0).T, rcond=None)[0]
cov_formula = N @ C0 @ N.T
cov_sample = np.cov(N @ x_noise)
scale = np.sqrt(np.outer(np.diag(cov_formula), np.diag(cov_formula)))
assert np.max(np.abs(cov_sample - cov_formula) / scale) < 0.03
residuals = noise - (A @ x_noise).T
chi_mean = np.mean(np.sum((residuals / sigma0)**2, axis=1))
assert abs(chi_mean - (m - n)) < 0.08
t_noise = residuals / (sigma0 * np.sqrt(1 - h0))
assert np.allclose(t_noise.std(axis=0), 1, atol=0.02)
false_alarm = np.mean(np.max(np.abs(t_noise), axis=1) > TAU)


# Coverage of nominal 95% intervals for the first target reaction
def coverage(bias, trials):
    hits = np.zeros(2)
    nu = N[0]
    for _ in range(trials):
        data = A @ x_true + bias + rng.normal(size=m) * sigma0
        xp, Cp = fit(A, data, sigma0)
        xi, Ci = inflate(A, data, sigma0, STEP)[:2]
        for k, (xx, CC) in enumerate(((xp, Cp), (xi, Ci))):
            hits[k] += abs(nu @ (xx - x_true)) <= 2 * np.sqrt(nu @ CC @ nu)
    return hits / trials


trials = 1000
bias = np.zeros(m)
bias[3], bias[7] = 3.0, -4.0
cover_clean = coverage(np.zeros(m), trials)
cover_bias = coverage(bias, trials)
assert cover_bias[1] > cover_bias[0] + 0.1

# Propagation to reactions and contributions of the determinations
H0, H1 = N @ x0, N @ x1
cov1 = N @ C1 @ N.T
U0 = 2 * np.sqrt(np.diag(cov_formula))
U1 = 2 * np.sqrt(np.diag(cov1))
U1_diag = 2 * np.sqrt((N**2) @ np.diag(C1))
gain = np.array([(N[0] @ fit(A, y + e, sigma1)[0] - H1[0])
                 for e in np.eye(m)])          # response to a unit change of y
share = gain**2 * sigma1**2 / cov1[0, 0]
assert abs(share.sum() - 1) < 1e-7
assert abs(N[0] @ x_fine - H1[0]) < 0.1 * U1[0]
birge = np.sqrt(chi0 / (m - n))

print("Energies kJ/mol; u = 95% uncertainty; t, share dimensionless")
print("share = part of variance of R1 after inflation")
print(" i reaction            y    u  t_start u_final t_final share")
for i in range(m):
    print(f"{i+1:2d} {network[i][0]:15s}{y[i]:7.1f}{2*sigma0[i]:5.1f}"
          f"{t0[i]:8.2f}{2*sigma1[i]:8.3f}{t1[i]:8.2f}{share[i]:7.3f}")
print(f"determinations {m}, unknowns {n}, threshold {TAU}, step {STEP}")
print(f"number with |t| > 2 at start: {np.sum(np.abs(t0) > TAU)}")
print(f"worst at start: determination {worst0+1}")
print(f"  r = {r0[worst0]:.4f} kJ/mol, h = {h0[worst0]:.4f}")
print(f"  d = {d0[worst0]:.4f} kJ/mol, p = {p0[worst0]:.5f} (kJ/mol)^2")
print(f"  sigma needed alone = {sigma_needed:.4f} kJ/mol")
print(f"chi-square start {chi0:.2f}, final {chi1:.2f}, m-n = {m-n}")
print(f"steps used {steps}, guaranteed bound {step_bound}")
print(f"nonsingular subsets of {n} determinations: {len(bases)}")
print("species  true   x_start u_start   x_final u_final (kJ/mol)")
for j in range(n):
    print(f"{species[j]:5s}{x_true[j]:8.1f}{x0[j]:10.3f}"
          f"{2*np.sqrt(C0[j, j]):8.3f}{x1[j]:10.3f}{2*np.sqrt(C1[j, j]):8.3f}")
print("final covariance C, (kJ/mol)^2, order X Y XY XY2 X2Y")
for row in C1:
    print(" ".join(f"{value:9.5f}" for value in row))
print("R1: X2Y+XY2 = 3XY;  R2: X+Y2 = XY+Y  (kJ/mol)")
for k in range(2):
    print(f"R{k+1} true {N[k] @ x_true:.1f}; start {H0[k]:.3f} +- {U0[k]:.3f}")
    print(f"   final {H1[k]:.3f} +- {U1[k]:.3f}; diagonal only +- {U1_diag[k]:.3f}")
print(f"cov(R1,R2) = {cov1[0, 1]:.5f} (kJ/mol)^2, correlation "
      f"{cov1[0, 1] / np.sqrt(cov1[0, 0] * cov1[1, 1]):.3f}")
kcal = 1 / calorie
print(f"R1 final = {H1[0]*kcal:.3f} +- {U1[0]*kcal:.3f} kcal/mol")
print(f"R1, step 1.005: {N[0] @ x_fine:.3f} kJ/mol, {steps_fine} steps")
print(f"common scale factor {birge:.3f}: R1 {H0[0]:.3f} +- {birge*U0[0]:.3f} kJ/mol")
print(f"cycle of 1-4: misclosure {misclosure:.2f}, sd {misclosure_sd:.4f} kJ/mol")
print(f"  common |t| {abs(t_cycle[0]):.3f}, common inflation {cycle_factor[0]:.3f}")
print(f"correct sigma: P(max |t| > 2) = {false_alarm:.3f} ({draws} draws)")
print(f"R1 coverage, {trials} networks each: plain, inflated")
print(f"  no bias:      {cover_clean[0]:.3f}, {cover_clean[1]:.3f}")
print(f"  bias {bias[3]:+.0f} in 4, {bias[7]:+.0f} in 8 (kJ/mol): "
      f"{cover_bias[0]:.3f}, {cover_bias[1]:.3f}")
print("verified")
```

Running it gives:

```
Energies kJ/mol; u = 95% uncertainty; t, share dimensionless
share = part of variance of R1 after inflation
 i reaction            y    u  t_start u_final t_final share
 1 X2 = 2X          440.1  0.2   -0.54   0.200    0.23  0.000
 2 Y2 = 2Y          499.9  0.2   -0.50   0.200    0.51  0.000
 3 XY = X+Y         430.2  0.6    1.83   0.600    0.65  0.110
 4 X2/2+Y2/2 = XY    43.0  0.8    7.38   3.136    1.95  0.004
 5 X2+Y2/2 = X2Y   -240.1  0.4   -1.47   0.400   -0.27  0.001
 6 X2Y = X+XY       499.8  0.6   -1.92   0.600   -1.13  0.131
 7 XY2 = XY+Y       350.4  1.0   -0.85   1.000    0.34  0.218
 8 X2/2+Y2 = XY2    -64.0  1.6   -4.81   3.851   -1.92  0.005
 9 X2Y+Y = 2XY       70.3  1.0   -0.57   1.000    0.67  0.173
10 XY2+X = 2XY      -79.6  1.2   -1.24   1.200    0.35  0.308
11 X2Y = 2X+Y       930.3  0.8    0.84   0.800    0.53  0.001
12 XY2 = X+2Y       779.6  1.2   -1.74   1.200   -1.47  0.050
determinations 12, unknowns 5, threshold 2.0, step 1.05
number with |t| > 2 at start: 2
worst at start: determination 4
  r = 2.7200 kJ/mol, h = 0.1499
  d = 3.1997 kJ/mol, p = 0.02822 (kJ/mol)^2
  sigma needed alone = 1.5910 kJ/mol
chi-square start 75.32, final 10.52, m-n = 7
steps used 46, guaranteed bound 835
nonsingular subsets of 5 determinations: 430
species  true   x_start u_start   x_final u_final (kJ/mol)
X       220.0   220.058   0.096   220.047   0.096
Y       250.0   249.955   0.098   249.946   0.099
XY       40.0    40.280   0.310    39.955   0.340
XY2     -60.0   -60.504   0.667   -60.368   0.734
X2Y    -240.0  -239.930   0.326  -240.069   0.332
final covariance C, (kJ/mol)^2, order X Y XY XY2 X2Y
  0.00231  -0.00010   0.00090   0.00078   0.00154
 -0.00010   0.00245   0.00165   0.00399   0.00075
  0.00090   0.00165   0.02887   0.02968   0.01244
  0.00078   0.00399   0.02968   0.13452   0.01282
  0.00154   0.00075   0.01244   0.01282   0.02752
R1: X2Y+XY2 = 3XY;  R2: X+Y2 = XY+Y  (kJ/mol)
R1 true 420.0; start 421.274 +- 0.849
   final 420.304 +- 0.883; diagonal only +- 1.299
R2 true 70.0; start 70.177 +- 0.347
   final 69.855 +- 0.376; diagonal only +- 0.367
cov(R1,R2) = 0.04433 (kJ/mol)^2, correlation 0.534
R1 final = 100.455 +- 0.211 kcal/mol
R1, step 1.005: 420.311 kJ/mol, 438 steps
common scale factor 3.280: R1 421.274 +- 2.785 kJ/mol
cycle of 1-4: misclosure 3.20, sd 0.5050 kJ/mol
  common |t| 6.337, common inflation 3.225
correct sigma: P(max |t| > 2) = 0.348 (100000 draws)
R1 coverage, 1000 networks each: plain, inflated
  no bias:      0.953, 0.949
  bias +3 in 4, -4 in 8 (kJ/mol): 0.261, 0.943
verified
```
